# Choosing the convergence threshold for diffuse fluxes in deposition features: verification in Python

```python
"""Neumann iteration for diffuse particle fluxes in a trench.

Result under test: the incident fluxes F obey F = D + R F with
R[i,j] = V[i,j]*(1-s[j]).  Every row sum of R is at most 1-min(s), so
F(n+1) = D + R F(n), F(0) = D, converges for min(s) > 0, and
0 <= F - F(n) <= (1-min(s))**(n+1) * F0.

V[i,j]: fraction of particles diffusely emitted by strip i landing on j
D[i]:   flux arriving directly from the opening;  s: sticking probability
F0:     flux through the opening, the unit of flux
Lengths are in units of the trench width.
"""
import numpy as np

WIDTH, DEPTH, STICK, TOL = 1.0, 5.0, 0.1, 1e-6


def trench_nodes(depth, wall_n, floor_n):
    """Corner points, counterclockwise; the last edge is the opening."""
    down = [(0.0, y) for y in np.linspace(depth, 0, wall_n + 1)]
    floor = [(x, 0.0) for x in np.linspace(0, WIDTH, floor_n + 1)[1:]]
    up = [(WIDTH, y) for y in np.linspace(0, depth, wall_n + 1)[1:]]
    return np.array(down + floor + up)


def edges(nodes):
    """Lengths, inward normals and midpoints of all edges."""
    step = np.roll(nodes, -1, axis=0) - nodes
    length = np.hypot(step[:, 0], step[:, 1])
    normal = np.column_stack((-step[:, 1], step[:, 0])) / length[:, None]
    return length, normal, nodes + step / 2


def string_factors(nodes):
    """View factors of a convex polygon from crossed strings."""
    after = np.roll(nodes, -1, axis=0)

    def dist(a, b):
        return np.linalg.norm(a[:, None] - b[None], axis=2)

    crossed = dist(nodes, nodes) + dist(after, after)
    uncrossed = dist(after, nodes) + dist(nodes, after)
    factor = (crossed - uncrossed) / (2 * edges(nodes)[0][:, None])
    np.fill_diagonal(factor, 0.0)
    assert factor.min() > -1e-12
    factor[factor < 1e-12] = 0.0      # rounding on coplanar strips
    return factor


def quadrature_factor(nodes, i, j):
    """View factor from the 3D cosine-law kernel, by Gauss quadrature."""
    length, normal, _ = edges(nodes)
    after = np.roll(nodes, -1, axis=0)
    g, wg = np.polynomial.legendre.leggauss(24)
    g, wg = (g + 1) / 2, wg / 2
    a = nodes[i] + g[:, None] * (after[i] - nodes[i])
    b = nodes[j] + g[:, None] * (after[j] - nodes[j])
    d = b[None] - a[:, None]
    rho = np.linalg.norm(d, axis=2)[:, :, None]
    angle = np.pi * (g - 0.5)
    z = rho * np.tan(angle)
    dz = rho / np.cos(angle)**2 * np.pi * wg
    cosines = (d @ normal[i]) * (-(d @ normal[j]))
    kernel = cosines[:, :, None] / (np.pi * (rho**2 + z**2)**2)
    return length[j] * np.einsum('i,j,ijk->', wg, wg, kernel * dz)


def midpoint_factors(nodes):
    """Surface factors from the kernel at midpoints only (not closed)."""
    length, normal, mid = edges(nodes)
    d = mid[None] - mid[:, None]
    rho = np.linalg.norm(d, axis=2)
    np.fill_diagonal(rho, 1.0)
    cos_out = np.einsum('ijk,ik->ij', d, normal)
    cos_in = -np.einsum('ijk,jk->ij', d, normal)
    factor = cos_out * cos_in / (2 * rho**3) * length[None]
    return factor[:-1, :-1]


def radius(matrix):
    return np.abs(np.linalg.eigvals(matrix)).max()


def setup(nodes, s):
    """Re-emission matrix and direct flux of the open trench."""
    v = string_factors(nodes)
    n = len(v) - 1
    return v[:n, :n] * (1 - np.broadcast_to(s, n))[None], v[:n, n]


def solve(matrix, direct):
    return np.linalg.solve(np.eye(len(direct)) - matrix, direct)


def sweeps_needed(matrix, direct, exact):
    flux, n = direct.copy(), 0
    while np.abs(exact - flux).max() > TOL:
        flux, n = direct + matrix @ flux, n + 1
        assert n < 20000
    return n


def monte_carlo(count, s, rng):
    """3D trajectories: fractions on upper walls, lower walls, floor, out."""
    nx = np.array([1.0, 0.0, -1.0, 0.0])   # left, floor, right, opening
    ny = np.array([0.0, 1.0, 0.0, -1.0])
    x, y = rng.random(count) * WIDTH, np.full(count, DEPTH)
    surface = np.full(count, 3)
    tally = np.zeros(4)
    while len(x):
        u = rng.random(len(x))
        phi = 2 * np.pi * rng.random(len(x))
        c, t = np.sqrt(1 - u), np.sqrt(u) * np.cos(phi)
        dx = c * nx[surface] - t * ny[surface]
        dy = c * ny[surface] + t * nx[surface]
        end_x = np.where(dx > 0, WIDTH, 0.0)
        end_y = np.where(dy > 0, DEPTH, 0.0)
        with np.errstate(divide='ignore', invalid='ignore'):
            tx = np.where(dx == 0, np.inf, (end_x - x) / dx)
            ty = np.where(dy == 0, np.inf, (end_y - y) / dy)
        wall = tx < ty
        x, y = (np.where(wall, end_x, x + dx * np.where(wall, 0, ty)),
                np.where(wall, y + dy * np.where(wall, tx, 0), end_y))
        surface = np.where(wall, np.where(dx > 0, 2, 0),
                           np.where(dy > 0, 3, 1))
        out = surface == 3
        stuck = ~out & (rng.random(len(x)) < s)
        on_wall = stuck & (surface != 1)
        tally += [np.sum(on_wall & (y > DEPTH / 2)),
                  np.sum(on_wall & (y <= DEPTH / 2)),
                  np.sum(stuck & (surface == 1)), np.sum(out)]
        go = ~out & ~stuck
        x, y, surface = x[go], y[go], surface[go]
    return tally / count


# ---- view factors: strings against three-dimensional quadrature
WALL_N, FLOOR_N = 50, 10
nodes = trench_nodes(DEPTH, WALL_N, FLOOR_N)
length, _, mid = edges(nodes)
full = string_factors(nodes)
N = len(full) - 1
L = length[:N]
floor = slice(WALL_N, WALL_N + FLOOR_N)
pairs = [(10, 99), (30, 55), (45, 58), (20, 80)]
worst = max(abs(full[i, j] - quadrature_factor(nodes, i, j))
            for i, j in pairs)
assert worst < 1e-8
assert np.abs(full.sum(axis=1) - 1).max() < 1e-11
exchange = length[:, None] * full
assert np.abs(exchange - exchange.T).max() < 1e-12
print(f"trench width {WIDTH:.1f}, depth {DEPTH:.1f} (widths); s = {STICK}")
print(f"strips: {WALL_N} per wall, {FLOOR_N} on floor, total {N}")
print(f"largest view-factor error vs 3D quadrature: {worst:.1e}")

# ---- row sums, solution, and iteration errors
R, D = setup(nodes, STICK)
F = solve(R, D)
q, rho = R.sum(axis=1).max(), radius(R)
assert rho <= q + 1e-12 and q <= 1 - STICK + 1e-12
assert F.max() <= 1 and F.min() > 0
print(f"row sums of R: min {R.sum(axis=1).min():.5f}, max {q:.5f}")
print(f"bound 1-s {1 - STICK:.5f}; spectral radius {rho:.5f}")
flux, previous_error, stop = D.copy(), None, None
print("sweep n | mean floor flux/F0 | max error/F0 | bound/F0")
for n in range(161):
    error = F - flux
    bound = (1 - STICK)**(n + 1)
    assert error.min() > -1e-12 and error.max() <= bound + 1e-12
    if n in (0, 1, 2, 5, 10, 20, 50, 100):
        print(f"{n:4d}  {flux[floor].mean():.6f}  "
              f"{error.max():.3e}  {bound:.3e}")
    if n == 60:
        ratio = error.max() / previous_error
    previous_error = error.max()
    new = D + R @ flux
    change = np.abs(new - flux).max()
    new_error = np.abs(F - new).max()
    assert new_error <= (1 - STICK) / STICK * change + 1e-12
    if stop is None and change <= TOL:
        stop = (n + 1, change, new_error)
    flux = new
assert abs(ratio - rho) < 2e-3
print(f"error ratio, sweep 60 to 59: {ratio:.5f}")
print(f"first change <= {TOL:.0e} F0: sweep {stop[0]}, "
      f"change {stop[1]:.3e} F0")
print(f"  true error there {stop[2]:.3e} F0, guaranteed "
      f"{(1 - STICK) / STICK * stop[1]:.3e} F0")
print(f"flux/F0: top wall strip {F[0]:.5f}, middle wall "
      f"{F[WALL_N // 2 - 1:WALL_N // 2 + 1].mean():.5f}")
print(f"flux/F0: lowest wall strip {F[WALL_N - 1]:.5f}, "
      f"floor mean {F[floor].mean():.5f}")

# ---- mesh refinement
means = []
for k in (1, 2, 4):
    fine = trench_nodes(DEPTH, WALL_N * k, FLOOR_N * k)
    Fk = solve(*setup(fine, STICK))
    means.append(Fk[WALL_N * k:(WALL_N + FLOOR_N) * k].mean())
assert abs(means[2] - means[1]) < 1e-3
print("floor mean flux/F0 for strip sizes 0.1, 0.05, 0.025: "
      + ", ".join(f"{m:.6f}" for m in means))

# ---- Monte Carlo trajectories against the linear equations
COUNT = 400000
mc = monte_carlo(COUNT, STICK, np.random.default_rng(7))
deposit = STICK * F * L / WIDTH
is_floor = np.zeros(N, bool)
is_floor[floor] = True
upper = ~is_floor & (mid[:N, 1] > DEPTH / 2)
lower = ~is_floor & ~upper
escape = np.sum((1 - STICK) * F * L * D) / WIDTH
theory = np.array([deposit[upper].sum(), deposit[lower].sum(),
                   deposit[is_floor].sum(), escape])
assert abs(theory.sum() - 1) < 1e-10
sigma = np.sqrt(theory * (1 - theory) / COUNT)
assert np.all(np.abs(mc - theory) < 5 * sigma)
print(f"fractions of entering particles, {COUNT} trajectories:")
for name, a, b, e in zip(("upper walls", "lower walls", "floor", "escaped"),
                         theory, mc, sigma):
    print(f"  {name}: equations {a:.5f}, Monte Carlo {b:.5f} +- {e:.5f}")

# ---- dependence on sticking
print("s | spectral radius | sweeps to 1e-6 F0 | guaranteed | floor flux/F0")
for s in (0.01, 0.1, 0.5, 0.9):
    Rs, Ds = setup(nodes, s)
    Fs = solve(Rs, Ds)
    used = sweeps_needed(Rs, Ds, Fs)
    promised = int(np.ceil(np.log(TOL) / np.log(1 - s))) - 1
    assert used <= promised
    print(f"{s:.2f}  {radius(Rs):.5f}  {used}  {promised}  "
          f"{Fs[floor].mean():.5f}")

# ---- zero sticking: open trench and closed cavity
R0, D0 = setup(nodes, 0.0)
F_zero = solve(R0, D0)
assert radius(R0) < 1 and np.abs(F_zero - 1).max() < 1e-9
used0 = sweeps_needed(R0, D0, F_zero)
closed = radius(full * (1 - STICK))
assert abs(closed - (1 - STICK)) < 1e-10
print(f"s = 0, open trench: radius {radius(R0):.5f}, sweeps {used0}, "
      f"flux/F0 {F_zero.min():.6f} to {F_zero.max():.6f}")
print(f"closed cavity, s = {STICK}: spectral radius {closed:.6f}")

# ---- non-uniform sticking
s_var = np.where(is_floor, 0.6, 0.05)
Rv, Dv = setup(nodes, s_var)
Fv = solve(Rv, Dv)
qv = Rv.sum(axis=1).max()
assert qv <= 0.95 + 1e-12 and Fv.max() <= 1
flux = Dv.copy()
for n in range(300):
    assert (Fv - flux).max() <= 0.95**(n + 1) + 1e-12
    flux = Dv + Rv @ flux
print(f"s = {s_var.min()} walls, {s_var.max()} floor: max row sum {qv:.5f}, "
      f"floor flux/F0 {Fv[floor].mean():.5f}")

# ---- matrix for particle rates on an unequal mesh
uneven = trench_nodes(DEPTH, WALL_N, 1)
Ru, _ = setup(uneven, STICK)
Vu = string_factors(uneven)[:-1, :-1]
rate = Vu.T * (1 - STICK)
assert rate.sum(axis=1).max() > 1
assert rate.sum(axis=0).max() <= 1 - STICK + 1e-12
assert abs(radius(rate) - radius(Ru)) < 1e-9
print(f"one floor strip, rate matrix: max row sum "
      f"{rate.sum(axis=1).max():.4f}, max column sum "
      f"{rate.sum(axis=0).max():.5f}")
print(f"  spectral radius: rate {radius(rate):.5f}, flux {radius(Ru):.5f}")

# ---- midpoint kernels: row bound lost, then convergence lost
fine_mid = midpoint_factors(nodes) * (1 - STICK)
assert fine_mid.sum(axis=1).max() > 1 - STICK
coarse = trench_nodes(DEPTH, 2, 1)
Rc, Dc = setup(coarse, STICK)
Mc = midpoint_factors(coarse) * (1 - STICK)
assert radius(Mc) > 1 and radius(Rc) <= 1 - STICK
good, bad = Dc.copy(), Dc.copy()
for n in range(100):
    good, bad = Dc + Rc @ good, Dc + Mc @ bad
assert bad.max() > 100 and np.abs(good - solve(Rc, Dc)).max() < 1e-4
print(f"midpoint kernel, strip 0.1: max row sum "
      f"{fine_mid.sum(axis=1).max():.5f}, radius {radius(fine_mid):.5f}")
print(f"wall strips of 2.5: radius midpoint {radius(Mc):.5f}, "
      f"strings {radius(Rc):.5f}")
print(f"  largest flux/F0 after 100 sweeps: midpoint {bad.max():.3e}, "
      f"strings {good.max():.5f}")

# ---- square trench with three strips, for calculation by hand
square = trench_nodes(1.0, 1, 1)
Vs = string_factors(square)
Rh, Dh = setup(square, 0.5)
Fh = solve(Rh, Dh)
assert abs(Vs[0, 1] - (1 - np.sqrt(0.5))) < 1e-12
assert abs(Vs[0, 2] - (np.sqrt(2) - 1)) < 1e-12
print(f"square trench: V wall-floor {Vs[0, 1]:.6f}, "
      f"V wall-wall {Vs[0, 2]:.6f}")
flux = Dh.copy()
for n in range(4):
    print(f"  s = 0.5, sweep {n}: wall {flux[0]:.6f}, "
          f"floor {flux[1]:.6f} F0")
    flux = Dh + Rh @ flux
print(f"  solution: wall {Fh[0]:.6f}, floor {Fh[1]:.6f} F0")
print("all tests passed")
```

Output:

```
trench width 1.0, depth 5.0 (widths); s = 0.1
strips: 50 per wall, 10 on floor, total 110
largest view-factor error vs 3D quadrature: 1.8e-15
row sums of R: min 0.47244, max 0.89109
bound 1-s 0.90000; spectral radius 0.84365
sweep n | mean floor flux/F0 | max error/F0 | bound/F0
   0  0.099020  4.145e-01  9.000e-01
   1  0.119527  3.153e-01  8.100e-01
   2  0.155168  2.585e-01  7.290e-01
   5  0.233869  1.619e-01  5.314e-01
  10  0.315560  7.246e-02  3.138e-01
  20  0.369358  1.340e-02  1.094e-01
  50  0.381474  8.171e-05  4.638e-03
 100  0.381548  1.662e-08  2.391e-05
error ratio, sweep 60 to 59: 0.84365
first change <= 1e-06 F0: sweep 66, change 9.974e-07 F0
  true error there 5.382e-06 F0, guaranteed 8.976e-06 F0
flux/F0: top wall strip 0.76524, middle wall 0.38871
flux/F0: lowest wall strip 0.32930, floor mean 0.38155
floor mean flux/F0 for strip sizes 0.1, 0.05, 0.025: 0.381548, 0.381474, 0.381456
fractions of entering particles, 400000 trajectories:
  upper walls: equations 0.27134, Monte Carlo 0.27121 +- 0.00070
  lower walls: equations 0.17000, Monte Carlo 0.16932 +- 0.00059
  floor: equations 0.03815, Monte Carlo 0.03813 +- 0.00030
  escaped: equations 0.52051, Monte Carlo 0.52133 +- 0.00079
s | spectral radius | sweeps to 1e-6 F0 | guaranteed | floor flux/F0
0.01  0.92802  185  1374  0.86274
0.10  0.84365  76  131  0.38155
0.50  0.46870  15  19  0.13124
0.90  0.09374  4  5  0.10178
s = 0, open trench: radius 0.93739, sweeps 216, flux/F0 1.000000 to 1.000000
closed cavity, s = 0.1: spectral radius 0.900000
s = 0.05 walls, 0.6 floor: max row sum 0.89768, floor flux/F0 0.35135
one floor strip, rate matrix: max row sum 8.1088, max column sum 0.89109
  spectral radius: rate 0.84365, flux 0.84365
midpoint kernel, strip 0.1: max row sum 0.95202, radius 0.84813
wall strips of 2.5: radius midpoint 1.22289, strings 0.83017
  largest flux/F0 after 100 sweeps: midpoint 2.744e+08, strings 0.56132
square trench: V wall-floor 0.292893, V wall-wall 0.414214
  s = 0.5, sweep 0: wall 0.292893, floor 0.414214 F0
  s = 0.5, sweep 1: wall 0.414214, floor 0.500000 F0
  s = 0.5, sweep 2: wall 0.451903, floor 0.535534 F0
  s = 0.5, sweep 3: wall 0.464913, floor 0.546573 F0
  solution: wall 0.471405, floor 0.552285 F0
all tests passed
```
